# Curvature of the Self-Consistent Harmonic Free Energy: Cubic and Quartic Vertices, part 1

(Sections cited here and not found follow in the second part.)

## I. Differentiating the minimized free energy

An atom in the top layer of a hot metal film on a chip has neighbours beside and below it, but none above. It vibrates in a lopsided potential, so its mean position shifts on heating. In the pair-bond model used below the shift is outward. On real surfaces it need not be: the first interlayer spacing of Al(110) contracts on heating. If a force pulls on the atom, how stiffly does the mean position resist? The curvature of the potential at its minimum ignores the thermal motion. The curvature averaged over the motion includes it, but treats the cloud of positions as rigid. In fact the cloud changes its width as it is displaced, and this changes the stiffness. The self-consistent harmonic theory gives this effect in closed form.

### The free energy at a fixed centroid

Let the coordinates be $x_a$, with masses $m_a$, momenta $p_a$ and a smooth potential $V(x)$. The Hamiltonian is $H=\sum_a p_a^2/2m_a+V$. For any state $\rho$ define

$$\mathcal F[\rho]=\mathrm{Tr}\,\rho H+kT\,\mathrm{Tr}\,\rho\ln\rho. \tag{1}$$

The equilibrium state $\rho_0=e^{-H/kT}/Z$ minimizes this functional. Indeed $H=-kT\ln\rho_0-kT\ln Z$, so $\mathcal F[\rho]+kT\ln Z=kT\,\mathrm{Tr}\,\rho(\ln\rho-\ln\rho_0)$. Let $p_i$ and $q_j$ be the eigenvalues of $\rho$ and $\rho_0$, and $c_{ij}$ the overlaps of their eigenvectors. The trace is $\sum_{ij}|c_{ij}|^2p_i\ln(p_i/q_j)$. Because $\ln y\ge1-1/y$, it is at least $\sum_{ij}|c_{ij}|^2(p_i-q_j)=1-1=0$. Every trial state therefore gives an upper bound to the free energy.

The trial states are the thermal states of

$$H_t=\sum_a\frac{p_a^2}{2m_a}+\frac12\sum_{ab}u_a\Phi_{ab}u_b,\qquad u=x-R. \tag{2}$$

Here $R$ is the centroid, which is held fixed for now, and $\Phi$ is a symmetric, positive definite matrix to be chosen. Free translations of the whole body have no restoring force and are removed beforehand. With $F_h$ the free energy of $H_t$, the trial state obeys $kT\ln\rho=F_h-H_t$. In (1) the kinetic energies cancel, leaving

$$F(R,\Phi)=F_h(\Phi)+\langle V\rangle-\tfrac12\,\Phi:\Psi,\qquad \Psi_{ab}=\langle u_au_b\rangle. \tag{3}$$

The colon means $A:B=\sum_{ab}A_{ab}B_{ab}$. The function studied below is

$$F(R)=\min_\Phi F(R,\Phi). \tag{4}$$

The minimum may be a local one. It is assumed to lie at a positive definite $\Phi$ and to have a positive second variation.

### The trial density is Gaussian

In mass-weighted coordinates the matrix is $D_{ab}=\Phi_{ab}/\sqrt{m_am_b}$, with orthonormal eigenvectors $e_\mu$ and eigenvalues $\omega_\mu^2$. Each mode is an oscillator with coordinate $Q=s(a+a^\dagger)$ and $s^2=\hbar/2\omega$. Put $X=e^{iqQ}$, $c(q)=\langle X\rangle$ and $n=1/(e^{\hbar\omega/kT}-1)$.

Since $a$ lowers the energy by $\hbar\omega$, $\rho a=e^{\hbar\omega/kT}a\rho$. Cyclic invariance of the trace gives $\langle aX\rangle=e^{\hbar\omega/kT}\langle Xa\rangle$. The commutator is $[a,X]=iqsX$, so $\langle Xa\rangle=\langle aX\rangle-iqs\,c$. Solving the two relations gives $\langle aX\rangle=(n+1)iqs\,c$. In the same way $\langle a^\dagger X\rangle=e^{-\hbar\omega/kT}\langle Xa^\dagger\rangle$ and $[a^\dagger,X]=-iqsX$ give $\langle a^\dagger X\rangle=n\,iqs\,c$. Hence

$$\frac{dc}{dq}=i\langle QX\rangle=-q\,s^2(2n+1)\,c,\qquad c(q)=e^{-q^2g/2}, \tag{5}$$

$$g(\omega^2)=\frac{\hbar(2n+1)}{2\omega}=\frac{\hbar}{2\omega}\coth\frac{\hbar\omega}{2kT}. \tag{6}$$

This is the characteristic function of a Gaussian with variance $g$. Returning to the original coordinates,

$$\Psi_{ab}=\frac{1}{\sqrt{m_am_b}}\sum_\mu e_{\mu a}e_{\mu b}\,g(\omega_\mu^2). \tag{7}$$

Thus $\Psi$ depends on $\Phi$ and on temperature, but not on $R$. The geometric series of oscillator levels also gives $F_h=\sum_\mu kT\ln[2\sinh(\hbar\omega_\mu/2kT)]$.

### Three differentials

First, when $\Phi$ changes, cyclic invariance gives $d\,\mathrm{Tr}\,e^{-H_t/kT}=-\mathrm{Tr}(e^{-H_t/kT}dH_t)/kT$. Therefore

$$dF_h=\langle dH_t\rangle=\tfrac12\Psi:d\Phi. \tag{8}$$

Second, write an average as $\langle f\rangle=\int f(R+u)\,p(u)\,du$. At fixed $\Psi$ the density $p$ does not depend on $R$, so

$$\frac{\partial\langle f\rangle}{\partial R_a}=\langle\partial_af\rangle. \tag{9}$$

Third, the density of $d$ coordinates has the Fourier form

$$p(u)=\int\frac{d^dq}{(2\pi)^d}\exp\Big(i\sum_aq_au_a-\frac12\sum_{ab}q_a\Psi_{ab}q_b\Big).$$

A change of $\Psi$ brings down the factor $-\frac12\sum q_aq_bd\Psi_{ab}$. Each $iq_a$ is a derivative with respect to $u_a$, so $dp=\frac12\sum d\Psi_{ab}\,\partial_a\partial_bp$. Two integrations by parts move the derivatives onto $f$:

$$d\langle f\rangle=\tfrac12\sum_{ab}\langle\partial_a\partial_bf\rangle\,d\Psi_{ab}\qquad(R\text{ fixed}). \tag{10}$$

The boundary terms vanish if $f$ and its derivatives grow more slowly than the Gaussian decays. A hard wall or a singular repulsion at contact would break this condition.

### Stationarity and the first derivative

Apply (8), (9) and (10) to (3):

$$dF=\sum_a\langle\partial_aV\rangle dR_a+\tfrac12\langle\partial\partial V\rangle:d\Psi+\tfrac12\Psi:d\Phi-\tfrac12\Psi:d\Phi-\tfrac12\Phi:d\Psi.$$

The two terms in $d\Phi$ cancel, so

$$dF=\sum_a\langle\partial_aV\rangle dR_a+\tfrac12\big(\langle\partial\partial V\rangle-\Phi\big):d\Psi. \tag{11}$$

Define the linear operator $\Lambda$ on symmetric matrices by

$$d\Psi_{ab}=2\sum_{cd}\Lambda_{ab,cd}\,d\Phi_{cd}. \tag{12}$$

The factor 2 is a convention. Part II shows that $\Lambda$ is negative definite, hence invertible, so every symmetric $d\Psi$ can be reached by some $d\Phi$. The minimum over $\Phi$ then requires

$$\Phi_{ab}=\langle\partial_a\partial_bV\rangle. \tag{13}$$

This is a self-consistency condition, because the average is taken with $\Psi(\Phi)$. At the minimum the second term of (11) vanishes for any $d\Psi$, including the one that accompanies a change of $R$. Thus

$$\frac{\partial F}{\partial R_a}=\langle\partial_aV\rangle. \tag{14}$$

This is the external force that must be applied to hold the centroid at $R$. It vanishes at the equilibrium centroid.

### The second derivative

In (14) the average depends on $R$ in two ways: directly, through (9), and through the optimal $\Psi$, through (10). Define the averaged vertices

$$\Phi^{(3)}_{abc}=\langle\partial_a\partial_b\partial_cV\rangle,\qquad \Phi^{(4)}_{abcd}=\langle\partial_a\partial_b\partial_c\partial_dV\rangle. \tag{15}$$

Then (10) with $f=\partial_aV$, followed by (12), gives

$$\frac{\partial^2F}{\partial R_a\partial R_b}=\Phi_{ab}+\frac12\sum_{cd}\Phi^{(3)}_{acd}\frac{\partial\Psi_{cd}}{\partial R_b}
=\Phi_{ab}+\sum_{cdef}\Phi^{(3)}_{acd}\Lambda_{cd,ef}\frac{\partial\Phi_{ef}}{\partial R_b}. \tag{16}$$

The factor $\frac12$ from the Gaussian identity has cancelled the 2 in (12). The response of $\Phi$ follows by differentiating (13) by the same two rules:

$$\frac{\partial\Phi_{ef}}{\partial R_b}=\Phi^{(3)}_{efb}+\sum_{cdgh}\Phi^{(4)}_{efcd}\Lambda_{cd,gh}\frac{\partial\Phi_{gh}}{\partial R_b}. \tag{17}$$

The displacement changes the force constants through the cubic vertex. That changes the width of the cloud, and the quartic vertex turns the new width into a further change of the force constants. Treat each index pair as one index, so that $\Lambda$ and $\Phi^{(4)}$ are matrices. Moving the last term of (17) to the left gives

$$\frac{\partial\Phi}{\partial R_b}=\big(1-\Phi^{(4)}\Lambda\big)^{-1}\Phi^{(3)}_{\cdot\cdot b}. \tag{18}$$

Insert this into (16):

$$\boxed{\frac{\partial^2F}{\partial R_a\partial R_b}=\Phi_{ab}+\sum_{cdef}\Phi^{(3)}_{acd}\Big[\Lambda\big(1-\Phi^{(4)}\Lambda\big)^{-1}\Big]_{cd,ef}\Phi^{(3)}_{efb}} \tag{19}$$

The first term is the averaged Hessian. The second is a cubic-vertex correction dressed by quartic vertices. If all eigenvalues of $\Phi^{(4)}\Lambda$ have modulus below one, the inverse can be expanded:

$$\Lambda(1-\Phi^{(4)}\Lambda)^{-1}=\Lambda+\Lambda\Phi^{(4)}\Lambda+\Lambda\Phi^{(4)}\Lambda\Phi^{(4)}\Lambda+\cdots. \tag{20}$$

The first term gives the bare correction $\Phi^{(3)}\Lambda\Phi^{(3)}$, and each later term adds a quartic vertex and another $\Lambda$. Equation (19) needs the inverse but not the convergence of this series.

Within the Gaussian trial family, (19) is the full second derivative. It is not the exact curvature of the physical free energy, since the true density need not be Gaussian. If $\Phi$, and with it $\Psi$, were held fixed, (9) applied twice to (3) would give the averaged Hessian alone.

### A case that can be minimized by hand

Take one coordinate with $V=\frac12\kappa x^2+\frac16\gamma x^3$ in the classical limit. This potential has no lower bound at large distance, so it has no true equilibrium state, but the trial free energy at fixed $R$ can still have a minimum. From (6), $\Psi=kT/\Phi$ when $\hbar\omega\ll kT$. Then $\Phi\Psi$ is constant, and $F_h=kT\ln(\hbar\omega/kT)$ equals $-\frac12kT\ln\Psi$ up to a constant. Since $\langle x^2\rangle=R^2+\Psi$ and $\langle x^3\rangle=R^3+3R\Psi$,

$$F=-\tfrac12kT\ln\Psi+\tfrac12\kappa(R^2+\Psi)+\tfrac16\gamma(R^3+3R\Psi)+\text{const}.$$

Setting the derivative with respect to $\Psi$ to zero gives $\Psi=kT/(\kappa+\gamma R)$, for $\kappa+\gamma R>0$. Substitution removes $\Psi$. The terms linear in it add up to the constant $\frac12kT$, so

$$F(R)=\tfrac12\kappa R^2+\tfrac16\gamma R^3+\tfrac12kT\ln(\kappa+\gamma R)+\text{const},$$

$$F''(R)=\kappa+\gamma R-\frac{kT\gamma^2}{2(\kappa+\gamma R)^2}. \tag{21}$$

In the general formula $\Phi=\kappa+\gamma R$, $\Phi^{(3)}=\gamma$, $\Phi^{(4)}=0$ and $\Lambda=\frac12d\Psi/d\Phi=-kT/2\Phi^2$. Equation (19) reproduces (21), including the factor $\frac12$. The curvature vanishes at $\Phi^3=\frac12kT\gamma^2$, where $\Phi$ is still positive. A positive averaged Hessian therefore does not prove that the centroid is stable.

## II. The loop operator, the sign, and a surface atom

The centroid is $R$. The optimal Gaussian has covariance $\Psi$ and force constants $\Phi=\langle\partial\partial V\rangle$, and $\Phi^{(3)}$ and $\Phi^{(4)}$ are the averaged third and fourth derivatives of $V$. The operator $\Lambda$ is defined by $d\Psi=2\Lambda\,d\Phi$. The external force on the centroid is $\langle\partial V\rangle$, and the curvature of the minimized free energy is (19). It remains to evaluate $\Lambda$ and to fix the sign of the correction.

### The loop operator in modes

Equation (7) says that the mass-weighted covariance is the matrix function $g(D)$. For a power, $d(D^N)=\sum_{j=0}^{N-1}D^j\,dD\,D^{N-1-j}$. Between eigenvectors $\mu$ and $\nu$ this is $dD_{\mu\nu}$ times

$$\sum_{j=0}^{N-1}\omega_\mu^{2j}\omega_\nu^{2(N-1-j)}=\frac{\omega_\mu^{2N}-\omega_\nu^{2N}}{\omega_\mu^2-\omega_\nu^2}.$$

By linearity the rule holds for polynomials. It extends to $g$, because $g$ and $g'$ can be approximated uniformly by polynomials on an interval of positive $\omega^2$ that contains the spectrum. With the factor 2 of (12),

$$\lambda_{\mu\nu}=\frac12\,\frac{g(\omega_\mu^2)-g(\omega_\nu^2)}{\omega_\mu^2-\omega_\nu^2},\qquad
\Lambda_{ab,cd}=\sum_{\mu\nu}\frac{\lambda_{\mu\nu}\,e_{\mu a}e_{\nu b}e_{\mu c}e_{\nu d}}{\sqrt{m_am_bm_cm_d}}. \tag{22}$$

Insert (6). The numerator $g(\omega_\mu^2)-g(\omega_\nu^2)$ is $\hbar/(2\omega_\mu\omega_\nu)$ times

$$\omega_\nu(1+2n_\mu)-\omega_\mu(1+2n_\nu)=-(\omega_\mu-\omega_\nu)(1+n_\mu+n_\nu)+(\omega_\mu+\omega_\nu)(n_\mu-n_\nu),$$

as multiplying out the right side confirms. Division by $(\omega_\mu-\omega_\nu)(\omega_\mu+\omega_\nu)$ gives

$$\lambda_{\mu\nu}=-\frac{\hbar}{4\omega_\mu\omega_\nu}\left[\frac{1+n_\mu+n_\nu}{\omega_\mu+\omega_\nu}-\frac{n_\mu-n_\nu}{\omega_\mu-\omega_\nu}\right]. \tag{23}$$

For equal frequencies the last quotient becomes $dn/d\omega$. At zero temperature the occupations vanish and $\lambda_{\mu\nu}=-\hbar/[4\omega_\mu\omega_\nu(\omega_\mu+\omega_\nu)]$. In the classical limit $g=kT/\omega^2$, and (22) gives

$$\lambda_{\mu\nu}=-\frac{kT}{2\omega_\mu^2\omega_\nu^2}. \tag{24}$$

The first quantum correction to (24) is small. From $\coth y=1/y+y/3-y^3/45+\cdots$ with $y=\hbar\omega/2kT$, the second term adds a constant to $g$ and drops out of differences. For equal frequencies the third multiplies (24) by $1+(\hbar\omega/kT)^4/720$.

The curvature of the minimized free energy is now given in closed form by (19), and the loop operator $\Lambda$ has been evaluated in modes. It remains to fix the sign of the correction, to calculate its size for a model aluminium surface atom, and to examine what the model leaves out.
